# Why QED-HF Overestimates Cavity Shifts at High Mode Frequency

A molecule sits in a cavity whose mode is tuned upward, from the infrared through the visible and beyond, while the coupling strength is held fixed. A QED Hartree-Fock (QED-HF) calculation returns the same ground-state shift and the same polaritonic orbitals at every setting. A calculation that correlates electrons with photons gives a shift that shrinks steadily. At low frequency the two nearly agree, provided a single determinant describes the dipole fluctuations of the molecule well; at high frequency QED-HF can be too large by a factor of several.

The reason is that a mean-field photon responds to the average dipole and ignores its fluctuations. A slow mode really behaves in this way, but a fast one does not.

## The Hamiltonian and its two coupling terms

Consider one mode of frequency \(\omega\), polarized along \(z\), in the dipole approximation, with fixed nuclei and a nondegenerate electronic ground state. Hartree atomic units are used. Let \(D=\sum_i z_i\) be the summed electron coordinate. The electronic dipole is \(-D\); its sign is absorbed by reversing the photon coordinate \(q\), and the constant nuclear dipole by shifting \(q\). With the zero-point energy \(\omega/2\) removed,

\[
H=H_e+\tfrac12p^2+\tfrac12(\omega q-\lambda D)^2-\tfrac12\omega .
\]

The coupling \(\lambda\) measures the strength of the mode at the molecule. Displacing \(q\) by \(\lambda\langle D\rangle/\omega\) replaces \(D\) by \(\Delta D=D-\langle D\rangle\). With \(q=(b+b^\dagger)/\sqrt{2\omega}\), so that \(\omega q=\sqrt{\omega/2}\,(b+b^\dagger)\), expanding the square gives

\[
H=H_e+\omega b^\dagger b-\sqrt{\tfrac{\omega}{2}}\,\lambda\,\Delta D\,(b+b^\dagger)+\tfrac12\lambda^2\Delta D^2 .
\]

The last term is the dipole self-energy, which is positive and contains no \(\omega\). The term before it is bilinear and can lower the energy by mixing in photons. The whole question turns on how much of the first is cancelled by the second.

## Why the mean field has no frequency

Take a product of an electronic state and a photon state. Write \(q=\bar q+\delta q\), where \(\bar q=\langle q\rangle\). Because the state is a product, \(\langle qD\rangle=\bar q\langle D\rangle\), and

\[
\begin{aligned}
\tfrac12\langle(\omega q-\lambda D)^2\rangle
&=\tfrac12\omega^2\langle\delta q^2\rangle
+\tfrac12(\omega\bar q-\lambda\langle D\rangle)^2\\
&\quad+\tfrac12\lambda^2\mathrm{Var}(D).
\end{aligned}
\]

The middle term vanishes for \(\bar q=\lambda\langle D\rangle/\omega\). By the uncertainty relation, \(\tfrac12\langle p^2\rangle+\tfrac12\omega^2\langle\delta q^2\rangle\ge\omega/2\), and a coherent state attains equality. This cancels the subtracted zero-point energy, leaving

\[
E_{\rm product}=\langle H_e\rangle+\tfrac12\lambda^2\mathrm{Var}(D).
\]

The frequency has dropped out. The photon factor has adjusted to the mean dipole, and the full cost of the fluctuations remains.

QED-HF restricts the electronic factor to one determinant. For occupied spin orbitals \(i,j\), the one-electron part of \(\langle D^2\rangle\) is \(\sum_i(z^2)_{ii}\), and the two-electron part is \(\sum_{ij}(z_{ii}z_{jj}-|z_{ij}|^2)\). The product \(z_{ii}z_{jj}\) cancels against \(\langle D\rangle^2\). For a closed shell with spin-summed density matrix \(\gamma\), this gives

\[
\mathrm{Var}_{\rm HF}=\mathrm{Tr}(\gamma z^2)-\tfrac12\mathrm{Tr}(\gamma z\gamma z).
\]

The second term is quadratic in \(\gamma\), so its variation carries a factor of two:

\[
\delta\mathrm{Var}_{\rm HF}=\mathrm{Tr}\!\left[\delta\gamma\,(z^2-z\gamma z)\right],
\qquad
F=F_{\rm HF}[\gamma]+\tfrac12\lambda^2(z^2-z\gamma z).
\]

No frequency appears in this Fock operator. At given \(\lambda\), the polaritonic orbitals are the same for an infrared mode and an ultraviolet one.

The orbitals change by an amount of order \(\lambda^2\). Since the HF energy is stationary at \(\lambda=0\), this change affects the total energy only from order \(\lambda^4\). Hence

\[
\Delta E_{\rm QED\text{-}HF}=\tfrac12\lambda^2\mathrm{Var}_{\rm HF}+O(\lambda^4).
\]

## What the electron-photon correlation cancels

Let \(|n\rangle\) be the exact eigenstates of \(H_e\), with excitation energies \(\omega_n\) and matrix elements \(D_{n0}\). To order \(\lambda^2\) there are two contributions. The self-energy acts in first order:

\[
\tfrac12\lambda^2\langle0|\Delta D^2|0\rangle
=\tfrac12\lambda^2\sum_{n\ne0}|D_{n0}|^2 .
\]

The state \(n=0\) is absent because \(\langle0|\Delta D|0\rangle=0\). The bilinear term acts in second order. It connects \(|0\rangle\) without photons to \(|n\rangle\) with one photon, through the matrix element \(-\sqrt{\omega/2}\,\lambda D_{n0}\), at an energy cost \(\omega_n+\omega\). Its contribution is

\[
-\tfrac12\lambda^2\sum_{n\ne0}|D_{n0}|^2\frac{\omega}{\omega_n+\omega}.
\]

Since \(1-\omega/(\omega_n+\omega)=\omega_n/(\omega_n+\omega)\), the sum is

\[
\Delta E=\lambda^2C(\omega)+O(\lambda^4),\qquad
C(\omega)=\tfrac12\sum_{n\ne0}|D_{n0}|^2\frac{\omega_n}{\omega_n+\omega}.
\]

At \(\omega\to0\) every fraction becomes one, and \(C(0)=\tfrac12\mathrm{Var}(D)\), the product-state coefficient. QED-HF has the same form but takes the variance from a determinant. It is therefore the zero-frequency limit of the order-\(\lambda^2\) shift up to electron correlation in the variance. For one electron this qualification disappears.

As \(\omega\) grows, each fraction falls. The denominators \(\omega_n+\omega\) never vanish, so the ground-state shift has no resonance at \(\omega=\omega_n\). At this order the QED-HF shift minus the exact one rises smoothly with \(\omega\), from a starting value of either sign set by the two variances; the overestimate is not a failure near resonance.

Neither coupling term can be kept alone. Without the bilinear term, the shift stays at its zero-frequency value. Without the self-energy, it would tend to \(-\tfrac12\lambda^2\mathrm{Var}(D)\) at high frequency, which has the wrong sign.

### The high-frequency remainder

Define \(S_1=\sum_n\omega_n|D_{n0}|^2\). When \(\omega\) is much larger than all excitation energies that contribute appreciably to \(S_1\), replacing \(\omega_n+\omega\) by \(\omega\) gives \(C(\omega)\to S_1/(2\omega)\), with a relative error of order \(\omega_n/\omega\). The sum follows from a double commutator:

\[
[D,[H_e,D]]=2DH_eD-D^2H_e-H_eD^2 .
\]

Its ground-state expectation value is \(2S_1\). The potential in \(H_e\) commutes with \(D\), so \([H_e,D]=-iP_z\), where \(P_z\) is the total electron momentum. Then \([D,-iP_z]=N\) for \(N\) electrons. In a complete basis, therefore,

\[
S_1=\frac N2,\qquad \Delta E\to\frac{N\lambda^2}{4\omega}.
\]

This leading remainder depends on the number of electrons but not on the molecular structure. It cancels between two geometries of the same molecule, so the cavity's effect on their energy difference falls faster than \(1/\omega\). QED-HF instead retains a constant difference, \(\tfrac12\lambda^2\) times the change in variance, at leading order. At sufficiently high frequency, the ratio of the QED-HF value to the true value is thus larger for the cavity-induced change of a reaction energy or barrier than for an absolute shift, unless the variances happen to agree.

## The mode as a follower

The squared form \(\tfrac12(\omega q-\lambda D)^2\) shows the mechanism. If the mode is fast, the electrons barely move during one photon period. The oscillator re-centres itself at \(q=\lambda D/\omega\) for each instantaneous \(D\), and its ground-state energy is \(\omega/2\) wherever the centre lies. The fluctuation cost disappears at leading order. If the mode is slow, \(q\) cannot follow and settles at the average.

The following can be measured by the correlation between \(\omega q\) and \(\Delta D\). To first order, the coupled state contains one-photon components with amplitudes

\[
c_n=\sqrt{\tfrac{\omega}{2}}\,\frac{\lambda D_{n0}}{\omega_n+\omega}.
\]

The sign is positive because the coupling is negative and so is the perturbation denominator. Using \(\omega q=\sqrt{\omega/2}\,(b+b^\dagger)\) and adding the two cross terms,

\[
\langle\omega q\,\Delta D\rangle
=2\sqrt{\tfrac{\omega}{2}}\sum_{n\ne0}c_nD_{0n}
=\lambda\sum_{n\ne0}|D_{n0}|^2\frac{\omega}{\omega_n+\omega}.
\]

Dividing by \(\lambda\mathrm{Var}(D)\) gives the tracked fraction

\[
T(\omega)=1-\frac{C(\omega)}{C(0)} .
\]

At leading order, the part of the self-energy that has been cancelled is the part of the dipole fluctuation that the mode follows. A product state has \(T=0\) at every frequency.

### Beyond order \(\lambda^2\)

The low-frequency statement also holds at finite \(\lambda\). Set \(x=\omega q\); then \(p=\omega p_x\), and the photon kinetic energy is \(\tfrac12\omega^2p_x^2\). At fixed \(\lambda\) this vanishes as \(\omega\to0\), so \(x\) becomes a classical parameter and the energy tends to

\[
\min_{x,\psi}\langle\psi|H_e+\tfrac12(x-\lambda D)^2|\psi\rangle .
\]

Minimizing over \(x\) gives \(x=\lambda\langle D\rangle\) and leaves \(\langle H_e\rangle+\tfrac12\lambda^2\mathrm{Var}(D)\). This is the energy of the best product state with an unrestricted electronic factor.

That product state is also a trial state at every other frequency, so its total energy is an upper bound to the exact one. The bound carries over to shifts when both are measured from the exact cavity-free energy. It does not carry over to the QED-HF shift, which is measured from the HF energy.

## A case with a closed solution

One electron in a harmonic well of frequency \(\Omega\) isolates the missing electron-photon correlation, since there is no electron correlation to miss. The coupled system is two oscillators with the force matrix

\[
\begin{pmatrix}\Omega^2+\lambda^2&-\lambda\omega\\-\lambda\omega&\omega^2\end{pmatrix}.
\]

Let \(\nu_\pm\) be the normal frequencies. The trace gives \(\nu_+^2+\nu_-^2=\Omega^2+\lambda^2+\omega^2\), and the determinant gives \(\nu_+\nu_-=\Omega\omega\). Therefore \((\nu_++\nu_-)^2=(\Omega+\omega)^2+\lambda^2\). Subtracting the uncoupled zero-point energies from \(\tfrac12(\nu_++\nu_-)\),

\[
\Delta E=\tfrac12\left[\sqrt{(\Omega+\omega)^2+\lambda^2}-\Omega-\omega\right].
\]

In the mean field \(\langle z\rangle=0\), and the self-energy stiffens the well to \(\sqrt{\Omega^2+\lambda^2}\). The mean-field shift is \(\tfrac12(\sqrt{\Omega^2+\lambda^2}-\Omega)\), which is the exact result at \(\omega\to0\), for any \(\lambda\).

For \(\Omega=\lambda=0.5\) and \(\omega=1\), the exact shift is \(\tfrac12(\sqrt{2.5}-1.5)=0.0406\) hartree. The mean field gives \(\tfrac12(\sqrt{0.5}-0.5)=0.1036\) hartree, too large by a factor of 2.55.

## How large the error is for LiH

Take LiH at a bond length of 3.0 bohr in the 6-31G basis, with \(\lambda=0.05\) a.u. along the bond. With \(\lambda^2=4\pi/V\), this corresponds to a mode volume of 0.74 nm³, far below that of a wavelength-sized cavity; holding it fixed up to 5 hartree is a model scan, not a realizable device. The reference is full configuration interaction (CI) for all four electrons, coupled to photon-number states 0 to 5 and solved by Davidson iteration. It omits basis incompleteness, nuclear motion, relativity, other modes and cavity loss. The self-energy uses the square of the dipole matrix within the basis.

The HF variance is 2.879 bohr², so the leading QED-HF shift is

\[
\tfrac12(0.05)^2(2.879)=3.599\times10^{-3}\ \text{hartree}.
\]

Orbital relaxation lowers it by 0.055 mhartree, to 3.544 mhartree, or 96.4 meV. The table compares this constant with the reference shift. Its last column is the tracked fraction, evaluated in the coupled state at \(\lambda=0.05\) and normalized with the cavity-free variance, so it agrees with \(1-C(\omega)/C(0)\) only to leading order in \(\lambda\).

| \(\omega\) (hartree) | Reference (mhartree) | QED-HF / reference | Tracked |
|---:|---:|---:|---:|
| 0.01 | 3.419 | 1.04 | 0.04 |
| 0.10 | 2.604 | 1.36 | 0.28 |
| 0.20 | 2.096 | 1.69 | 0.42 |
| 0.50 | 1.365 | 2.60 | 0.63 |
| 1.00 | 0.885 | 4.00 | 0.76 |
| 2.00 | 0.530 | 6.69 | 0.86 |
| 5.00 | 0.245 | 14.5 | 0.94 |

At \(\omega=1\) hartree the reference shift is 24.1 meV, a quarter of the QED-HF value. The coefficient \(C(\omega)\) has fallen to half of \(C(0)\) at 0.280 hartree, or 7.6 eV.

In this basis two states set most of this scale. One at 0.434 hartree carries 50.9% of the full-CI variance, and one at 0.121 hartree carries 38.0%. At \(\omega=1\) they contribute

\[
0.509\,\frac{0.434}{1.434}+0.380\,\frac{0.121}{1.121}=0.195
\]

to \(C(\omega)/C(0)\), whose full value is 0.243. The remaining states supply the rest. The state at 0.434 hartree lies above the ionization energy, 0.28 hartree in this basis, so it is the small basis's stand-in for many high-lying and continuum states, not a transition of the molecule. In aug-cc-pVTZ its strength is spread over several states, and the largest single share, 27%, belongs to the bound state at 0.134 hartree.

Missing electron correlation is not the cause of the large factors. The best product state with a full-CI electronic factor shifts by 3.548 mhartree, almost the same as QED-HF. Linear extrapolation of the reference from \(\omega=0.001\) and 0.002 hartree to zero also gives 3.548 mhartree.

At zero frequency, QED-HF is slightly too small in this basis, by about 0.1% of the reference shift. The full-CI variance, 2.922 bohr², exceeds the HF one by 1.5%, but the correlated state also relaxes more: from \(\tfrac12\lambda^2(2.922)=3.653\) to 3.548 mhartree. The two differences nearly compensate. This close agreement belongs to 6-31G: in the larger basis of the next section the HF variance exceeds the correlated one by about 7%, which is still small beside the factors in the table.

## What the finite basis does

The high-frequency rows need care. In this basis \(S_1=1.114\), whereas a complete basis would give \(N/2=2\). The \(1/\omega\) tail of the reference is therefore 44% too small relative to the complete-basis tail. In the ratio this is partly offset, because the variance within the basis is also too small, as shown next. The values of the largest factors in the table therefore depend on the basis and should not be read as complete-basis values.

The absolute shifts are less converged than the ratios. An order-\(\lambda^2\) estimate from full CI for the two valence electrons plus time-dependent HF for the core reproduces the 6-31G variance and \(S_1\) to better than 1%. In aug-cc-pVTZ with tight \(p\) functions on Li it gives HF and correlated variances of 3.56 and 3.31 bohr². The leading QED-HF shift moves from 98 to 121 meV, the reference at \(\omega=1\) from 24 to about 31 meV, and the half-point of \(C(\omega)\) from 0.28 to about 0.33 hartree. The leading-order ratio moves from 1.38 to 1.45 at \(\omega=0.1\), from 4.1 to 3.9 at \(\omega=1\), and from about 15 to 12 at \(\omega=5\).

The construction of the self-energy matters as well. With true \(z^2\) integrals, the HF variance is 3.524 bohr² instead of 2.879. The difference comes from dipole transitions out of the basis. One-photon states built within the basis cannot cancel it, so at HF level it leaves a constant

\[
\tfrac12(0.05)^2(3.524-2.879)=0.81\ \text{mhartree}.
\]

This exceeds three times the reference shift at \(\omega=5\) hartree. A shift that levels off at high frequency may thus be an artefact of the basis. The constant shrinks in a basis with more polarization and diffuse functions, and it is absent when the self-energy is built from the same dipole matrix as the bilinear term. The second step does not change \(S_1\), and the first repairs it only in part: \(S_1\) is about 1.2 in aug-cc-pVDZ and 1.6 in aug-cc-pVTZ. The sum rule counts all electrons, so the basis must also describe dipole excitations out of the core; tight \(p\) functions on Li bring \(S_1\) to about 2.0.

## What to do about it

**Estimate the error first.** Let \(S_0=\mathrm{Var}(D)\), and let \(\alpha=2\sum_n|D_{n0}|^2/\omega_n\) be the static polarizability along the mode. In the average of \(\omega_n/(\omega_n+\omega)\) with weights \(|D_{n0}|^2/S_0\), the fraction is concave in \(\omega_n\) but convex in \(1/\omega_n\). Jensen's inequality, applied in each variable and then inverted, gives

\[
1+\frac{\omega S_0}{S_1}\le\frac{C(0)}{C(\omega)}\le1+\frac{\omega\alpha}{2S_0}.
\]

The ratio in the middle is the overestimation factor of a correlated product state at order \(\lambda^2\). For LiH, \(\alpha=26.5\) a.u., so at \(\omega=0.1\) the limits are 1.26 and 1.45, and the actual ratio is 1.40. At \(\omega=1\) they are 3.6 and 5.5, and the ratio is 4.1. In a complete basis \(S_1=N/2\), and the lower limit needs only the variance. With HF values of \(S_0\) and \(\alpha\), the two expressions are estimates and no longer strict bounds.

**Add one-photon states when the factor matters.** At \(\omega=0.5\) hartree, full CI with at most one photon recovers 98% of the lowering from the correlated product state to the reference. QED coupled-cluster methods that include joint electron-photon excitations address the same missing correlation.

**Treat a low-order correction as a partial repair.** On HF orbitals, the self-energy is \(\lambda^2\sum_{ia}z_{ia}^2\), with \(i\) occupied and \(a\) virtual spatial orbitals; the factor \(\tfrac12\) has cancelled the sum over two spins. With orbital gaps \(\Delta_{ia}\), the one-photon correction is \(-\lambda^2\sum_{ia}z_{ia}^2\,\omega/(\Delta_{ia}+\omega)\), and the sum is

\[
\Delta E\simeq\lambda^2\sum_{ia}z_{ia}^2\frac{\Delta_{ia}}{\Delta_{ia}+\omega}.
\]

For LiH at \(\omega=1\) hartree this gives 1.338 mhartree. The error falls from a factor of 4.0 to 1.5. The HF and full-CI variances are nearly equal in this basis, so the remaining excess means that the orbital gaps act, in this weighted sum, as excitation energies that are too high.

**Use QED-HF within its regime.** Its shift is a fair estimate when \(\omega\) is well below \(2S_0/\alpha\), which is 0.22 hartree for LiH in 6-31G and about 0.26 in the larger basis, and when the HF variance is close to the correlated one. The second condition needs checking: the HF variance is about 7% too large for LiH in the larger basis, and 18% too large for H₂ along its bond at 1.4 bohr in aug-cc-pVTZ. For an infrared mode the electronic part may be good, but nuclear motion, absent here, must then be treated with the photon. At higher frequencies QED-HF remains a reference state for correlated methods, while its orbital changes should not be read as the response to that particular mode. At still higher frequencies, where the wavelength approaches the molecular size, the dipole approximation fails and the \(1/\omega\) law loses its basis.
